# Screened Green Function Between Open Vacuum and a Perfect Conductor

## Definitions and conventions

The algebra uses Hartree atomic units. \(V\) is the electrostatic potential, so an electron has potential energy \(-V\). The system is periodic in the plane \(\mathbf r=(x,y)\), and

\[
V(\mathbf r,z)=\sum_{\mathbf g}V(\mathbf g,z)e^{i\mathbf g\cdot\mathbf r},\qquad
\rho(\mathbf r,z)=\sum_{\mathbf g}\rho(\mathbf g,z)e^{i\mathbf g\cdot\mathbf r}.
\]

Write \(g=|\mathbf g|\), with \(g>0\) unless stated otherwise. Inserting the sums into \(\nabla^2V=-4\pi\rho\) gives, for each harmonic,

\[
\left(\frac{d^2}{dz^2}-g^2\right)V(\mathbf g,z)=-4\pi\rho(\mathbf g,z).
\]

The assumptions are these.

- **A1.** A perfect conductor fills \(z\ge z_1\), and all charge of the slab lies at \(z<z_1\).
- **A2.** \(\rho\) is the total charge density: ions, electrons and every polarization charge of the slab. The slab therefore enters through \(\rho\), and the medium for \(z<z_1\) is vacuum.
- **A3.** The left side is open vacuum, where \(V(\mathbf g,z)\) stays bounded as \(z\to-\infty\).

A conductor is an equipotential. A constant has no harmonic with \(g>0\), so \(V(\mathbf g,z_1)=0\) whether the conductor is grounded or biased. The Green function \(G\) is the response to a unit charge harmonic at height \(z'\):

\[
\left(\frac{d^2}{dz^2}-g^2\right)G(g,z,z')=-4\pi\delta(z-z'),\qquad V(\mathbf g,z)=\int_{-\infty}^{z_1}G(g,z,z')\rho(\mathbf g,z')\,dz'.
\]

## Theorem 1: the Green function

Under A1–A3, for \(z\le z_1\) and \(z'<z_1\),

\[
\boxed{G(g,z,z')=\frac{2\pi}{g}\left[e^{-g|z-z'|}-e^{-g(2z_1-z-z')}\right]}
\]

and \(G=0\) inside the conductor.

**Proof.** Away from \(z'\) the solutions are \(e^{\pm gz}\). On the left, boundedness removes \(e^{-gz}\). On the right, the combination that vanishes at \(z_1\) is a hyperbolic sine. Hence

\[
G=\begin{cases}A\,e^{gz},&z<z',\\ B\sinh[g(z_1-z)],&z'<z\le z_1.\end{cases}
\]

Let \(s=g(z_1-z')\). Continuity at \(z'\) requires \(Ae^{gz'}=B\sinh s\). Integrating the equation across \(z'\) gives a slope jump of \(-4\pi\), because the term \(g^2G\) is finite and contributes nothing:

\[
-gB\cosh s-gAe^{gz'}=-4\pi .
\]

Substituting the continuity condition, and using \(\cosh s+\sinh s=e^s\),

\[
gB(\cosh s+\sinh s)=4\pi\quad\Rightarrow\quad B=\frac{4\pi}{g}e^{-s},\qquad
A=\frac{4\pi}{g}e^{-gz'}e^{-s}\sinh s=\frac{4\pi}{g}e^{-gz_1}\sinh s .
\]

With \(z_<\) and \(z_>\) the smaller and larger of \(z,z'\), both branches read

\[
G=\frac{4\pi}{g}e^{-g(z_1-z_<)}\sinh[g(z_1-z_>)].
\]

Writing the sine as half the difference of two exponentials gives

\[
G=\frac{2\pi}{g}\left[e^{-g(z_>-z_<)}-e^{-g(2z_1-z_<-z_>)}\right],
\]

which is the statement, since \(z_>-z_<=|z-z'|\) and \(z_<+z_>=z+z'\).

For uniqueness, the difference of two solutions obeys the homogeneous equation and is bounded on the left, so it is \(Ce^{gz}\). It vanishes at \(z_1\), so \(C=0\). \(\square\)

**Remark on the image.** The second term is the potential of an opposite charge harmonic at \(2z_1-z'\), the mirror position of the source. It describes the field in \(z\le z_1\) only. Continued past \(z_1\), the formula would give a nonzero potential where the true one is zero, so a density that spills beyond the plane is treated wrongly.

**Corollary (induced charge).** The outward normal of the conductor points along \(-z\), and \(E_z=-G'\). The surface charge is therefore \(G'(z_1)/4\pi\). Both exponentials equal \(e^{-s}\) at \(z_1\), and each contributes \(-g\) times this value to the slope:

\[
\sigma_{\rm ind}=\frac{1}{4\pi}\,\frac{2\pi}{g}\left(-2g\,e^{-s}\right)=-e^{-g(z_1-z')} .
\]

Short lateral waves are thus screened weakly by a distant conductor, because little of their field reaches it.

## Lemma 1: long waves and real space

**(a)** As \(g\to0\), \(G\to4\pi[z_1-\max(z,z')]\).

**(b)** For an isolated point charge, \(G\) transforms back to the Coulomb potential of the charge minus that of its mirror image.

**Proof of (a).** Expanding both exponentials to first order, the constants cancel:

\[
G=\frac{2\pi}{g}\left[-g|z-z'|+g(2z_1-z-z')+O(g^2)\right]\to2\pi\left[2z_1-(z+z'+|z-z'|)\right],
\]

and \(z+z'+|z-z'|=2\max(z,z')\). This limit is the \(g=0\) solution with zero field in the left vacuum and a grounded conductor. A bias adds its constant here. The \(2\pi/g\) divergence of the bare term has gone, because the conductor supplies the opposite charge; a charged cell is therefore allowed.

**Proof of (b).** Let \(a>0\) be a vertical distance and \(r=|\mathbf r|\). In polar coordinates the factor \(g\) of the area element cancels \(1/g\), and the integral over \(g\) is elementary:

\[
\int\frac{d^2g}{(2\pi)^2}\frac{2\pi}{g}e^{-ga+i\mathbf g\cdot\mathbf r}
=\int_0^{2\pi}\frac{d\phi}{2\pi}\,\frac{1}{a-ir\cos\phi}
=\int_0^{2\pi}\frac{d\phi}{2\pi}\,\frac{a}{a^2+r^2\cos^2\phi}.
\]

The imaginary part, odd in \(\cos\phi\), has dropped out. The four quadrants are equal, and \(t=\tan\phi\) gives

\[
\frac{4a}{2\pi}\int_0^\infty\frac{dt}{a^2+r^2+a^2t^2}
=\frac{4a}{2\pi}\,\frac{\pi}{2a\sqrt{a^2+r^2}}=\frac1{\sqrt{r^2+a^2}} .
\]

Use \(a=|z-z'|\) for the first term of \(G\) and \(a=2z_1-z-z'\) for the second. \(\square\)

A single charge \(\pm1\) at distance \(X\) from the conductor feels the image potential \(\mp1/(2X)\). Its image energy is half of charge times potential, \(-1/(4X)\), because the image grows in proportion to the charge while the charge is built up.

A lattice test combines all harmonics. Unit positive charges form a square lattice of period 23.04 angstrom, 4 angstrom from the conductor. The field point is 2 angstrom from the conductor, displaced laterally by 0.2 and 0.3 periods. The harmonic sum, including the limit (a) at \(g=0\), and the direct sum over charges and images both give 0.469968 V.

## Theorem 2: other media behind the plane

Suppose the medium at \(z>z_1\) imposes \(G'(z_1^-)=-\Lambda G(z_1)\). Then the image term of Theorem 1 is multiplied by

\[
R=\frac{\Lambda-g}{\Lambda+g}.
\]

**Proof.** The bare term already supplies the jump at \(z'\), and the added solution bounded on the left is proportional to \(e^{gz}\). So

\[
G=\frac{2\pi}{g}\left[e^{-g|z-z'|}-R\,e^{-g(2z_1-z-z')}\right].
\]

At \(z_1\), apart from a common factor, the value is \(1-R\) and the slope is \(-g(1+R)\). The condition \(g(1+R)=\Lambda(1-R)\) gives \(R\). \(\square\)

**Dielectric.** In a half-space of permittivity \(\varepsilon\) the potential decays as \(e^{-gz}\), and continuity of the normal displacement gives \(\Lambda=\varepsilon g\). Thus \(R=(\varepsilon-1)/(\varepsilon+1)\), which tends to 1 as \(\varepsilon\to\infty\). The conductor limit must be taken before \(g\to0\): at finite \(\varepsilon\), \(1-R\) stays nonzero and the \(2\pi/g\) divergence survives.

**Metal with finite screening.** In the Thomas-Fermi model \(V''=(g^2+q^2)V\) inside the metal, where \(1/q\) is the screening length. The decaying solution has \(\Lambda=\kappa=\sqrt{g^2+q^2}\). Put \(g/q=\sinh t\), so that \(\kappa/q=\cosh t\):

\[
R=\frac{\kappa-g}{\kappa+g}=\frac{\cosh t-\sinh t}{\cosh t+\sinh t}=e^{-2t},\qquad t=\operatorname{asinh}(g/q).
\]

For \(z\le z_1\) this metal acts on the harmonic \(g\) as a perfect conductor whose surface lies at \(z_1+t/g\). For \(g\ll q\) the shift tends to the screening length \(1/q\).

## Proposition 1: plane-wave form

Let the charge lie in \(|z|<z_0\le z_1\) and be expanded there as \(\rho(\mathbf g,z)=\sum_kc_ke^{ikz}\), with \(k=\pi n/z_0\) and integer \(n\). Then \(V=\sum_kc_k\Phi_k\) for \(|z|\le z_0\), where

\[
\begin{aligned}
\Phi_k(z)={}&\frac{4\pi e^{ikz}}{g^2+k^2}
-\frac{2\pi}{g}\cos(kz_0)\left[\frac{e^{-g(z+z_0)}}{g+ik}+\frac{e^{-g(z_0-z)}}{g-ik}\right]\\
&-\frac{4\pi}{g}\cos(kz_0)\sinh(gz_0)\,\frac{e^{-g(2z_1-z)}}{g+ik}.
\end{aligned}
\]

**Proof.** Integrate \(G\,e^{ikz'}\) over the cell. The bare exponential is split at \(z'=z\):

\[
\int_{-z_0}^{z}e^{-g(z-z')+ikz'}dz'=\frac{e^{ikz}-e^{-ikz_0}e^{-g(z+z_0)}}{g+ik},
\]
\[
\int_{z}^{z_0}e^{-g(z'-z)+ikz'}dz'=\frac{e^{ikz}-e^{ikz_0}e^{-g(z_0-z)}}{g-ik}.
\]

Since \(kz_0=\pi n\), both \(e^{\pm ikz_0}\) equal \(\cos(kz_0)\). The terms in \(e^{ikz}\) add up through

\[
\frac1{g+ik}+\frac1{g-ik}=\frac{2g}{g^2+k^2},
\]

and the prefactor \(2\pi/g\) produces the first two parts of \(\Phi_k\). The image term needs

\[
\int_{-z_0}^{z_0}e^{(g+ik)z'}dz'=\frac{\cos(kz_0)\,(e^{gz_0}-e^{-gz_0})}{g+ik}=\frac{2\cos(kz_0)\sinh(gz_0)}{g+ik},
\]

multiplied by \(-(2\pi/g)e^{-g(2z_1-z)}\). \(\square\)

The first part alone is the potential of the slab repeated with period \(2z_0\). The bracket removes the replicas, and the last part adds the conductor. In a gap \(z_0<z<z_1\), Theorem 1 is used directly.

## Proposition 2: a charge corrugation and its image energy

Let \(\rho=\sigma_0\cos(gx)f(z)\), where \(f\) is a normalized Gaussian of width \(w\) centred at \(z_s\), and \(d=z_1-z_s\) is much larger than both \(w\) and \(gw^2\). The tail beyond \(z_1\) is then negligible even with the weight \(e^{gz}\), which moves the centre of the Gaussian by \(gw^2\) towards the conductor. Completing the square gives

\[
\int f(z')e^{gz'}dz'=e^{gz_s+g^2w^2/2}.
\]

The amplitude of the image potential is therefore

\[
v_{\rm im}(z)=-\frac{2\pi\sigma_0}{g}e^{-g(2z_1-z-z_s)+g^2w^2/2}.
\]

The image energy per area carries one factor \(\tfrac12\) because the image is induced, and another from the lateral average of \(\cos^2(gx)\). The integral over \(f(z)e^{gz}\) is the one above:

\[
u=\frac12\cdot\frac12\,\sigma_0\int f(z)\,v_{\rm im}(z)\,dz=-\frac{\pi\sigma_0^2}{2g}\,e^{-2gd+g^2w^2}.
\]

This is the energy at fixed \(\rho\); relaxation of the slab's electrons is not in it.

## Worked example

Consider a silicon slab facing a metal electrode. The lateral period is set to 23.04 angstrom, about six silicon surface units of roughly 3.8 angstrom, so \(g=0.2727\) per angstrom. The plane is at \(z_1=9\), the sheet at \(z_s=5\) and the cell edge at \(z_0=8\) angstrom, with \(w=0.5\) and \(d=4\) angstrom. The net amplitude \(\sigma_0=0.002\,e\)/angstrom² is a round model value, not a computed silicon density.

To obtain volts, multiply by 14.40 eV angstrom. Since \(2\pi/g\) is the period, the potential scale is \(14.40\times0.002\times23.04=0.664\) V. The image factor is \(e^{-2gd}=0.113\), and \(e^{g^2w^2/2}=1.009\), so the image potential at the sheet is \(-0.664\times0.113\times1.009=-0.076\) V.

| \(z\) (angstrom) | bare (V) | image (V) | total (V) |
|---|---|---|---|
| −5 | 0.044 | −0.005 | 0.039 |
| 0 | 0.171 | −0.019 | 0.152 |
| 5 | 0.597 | −0.076 | 0.522 |
| 7 | 0.388 | −0.130 | 0.258 |

To the left of the sheet, outside its Gaussian charge, the ratio of image to bare magnitude is \(e^{-g(2z_1-z-z_s)+g(z_s-z)}=e^{-2gd}\), independent of \(z\). The conductor therefore lowers the potential there by the same 11% of the bare value. To the right, again outside the Gaussian charge, the ratio is \(e^{-2g(z_1-z)}\), which rises to 1 at the plane. Within the sheet the finite width lowers the bare peak, so the ratio is somewhat larger: 12.7% at the centre.

Periodic repetition with the same 16 angstrom cell gives 0.614 V at the sheet, 17.8% above the correct total. Replicas add 0.017 V to the bare value, and the missing image accounts for the other 0.076 V.

The induced charge amplitude is \(-0.000678\,e\)/angstrom². The field amplitude at the conductor is \(4\pi\times14.40\times0.000678=0.123\) V/angstrom, or 12.3 MV/cm. This local field averages to zero over the lateral cell and is not a uniform applied field. The image energy per square cell of side 23.04 angstrom is

\[
-14.40\times\frac{23.04}{4}\times(0.002)^2\times0.113\times1.019\times(23.04)^2\approx-0.020\ \text{eV}.
\]

The differential equation was also solved by finite differences with a step of 0.01 angstrom, for a source at \(z_s\) and for \(g=0.2727\) and 1 per angstrom. The largest deviation from Theorem 1 was \(1.3\times10^{-5}\) of the peak of \(G\). For the Gaussian sheet, Proposition 1 agreed with such a solution to \(3.6\times10^{-6}\) of the peak potential.

## Conditions of use for a real contact

**Total charge.** Suppose a thin sheet \(\sigma\) is external charge on a thick dielectric slab, with the conductor a distance \(d\) away. If \(V_s\) is the potential at the sheet, the slopes are \(gV_s\) on the slab side and \(-gV_s\coth(gd)\) on the gap side. The displacement jump gives

\[
\varepsilon gV_s+gV_s\coth(gd)=4\pi\sigma\quad\Rightarrow\quad V_s=\frac{4\pi\sigma}{g[\varepsilon+\coth(gd)]}.
\]

Relative to \(\varepsilon=1\), this is smaller by \((1+\coth gd)/(\varepsilon+\coth gd)\). For silicon, with \(\varepsilon\) roughly 12, the factor is 0.17. In this model, using \(G\) with the external charge alone would overestimate the potential about sixfold. The figure assumes a local permittivity and a sheet exactly on a sharp boundary, which is rough for a field that decays over \(1/g=3.7\) angstrom. If the sheet lies a distance \(a\) outside the dielectric edge, \(\varepsilon\) is replaced by \((\varepsilon+\tanh ga)/(1+\varepsilon\tanh ga)\), and the factor becomes 0.38 for \(a=0.5\) and 0.54 for \(a=1\) angstrom. The permittivity of silicon also falls with wavevector, which weakens the screening further. The error is thus a factor of a few, not a fixed number.

**The real electrode.** A vacuum gap of 4 angstrom describes a separated electrode. In a bonded metal or silicide contact the electron densities overlap, A1 fails, and the interfacial metal atoms must be part of the slab, with \(z_1\) beyond their charge. Even across the gap, the position of the ideal plane matters. In the Thomas-Fermi model, with the metal's electrons confined behind \(z_1\), a rough screening length of 0.5 angstrom multiplies the image term by 0.76. With the sheet and \(z_1\) fixed, the image energy changes from \(-0.020\) to \(-0.015\) eV; moving the ideal plane back by 0.50 angstrom reproduces this. These numbers show the sensitivity to the plane, not the correction for a real surface. There the electrons spill outwards, and for long waves the effective image plane typically lies outside the edge of the metal's positive background, so relative to that edge the shift has the opposite sign. For a separated real electrode, \(z_1\) should therefore be set at its calculated image plane. One plane serves the long waves only: in the Thomas-Fermi model at \(g=1.64\) per angstrom, the period of one silicon surface unit, \(R=0.22\), while a plane moved back by \(1/q\) gives 0.19. A potential harmonic of the electrode's rough atomic period, 2.9 angstrom, falls across the gap to \(1.7\times10^{-4}\) of its value at \(z_1\). Even an amplitude of 1 V there would leave only about 0.2 mV at the sheet, against the change of about 18 mV that finite screening makes in the image potential. A geometric corrugation also acts indirectly, by moving the effective plane seen by the long wave: a cosine corrugation of this period with amplitude 0.1 or 0.2 angstrom about the mean plane strengthens the image term by 0.6% or 2.3%, about 0.4 or 1.7 mV. A calculated image plane includes this shift.

**Electron tails.** For a rough work function \(\phi=4.5\) eV and a square barrier, an electron density tail falls across the gap by \(e^{-2d\sqrt{2\phi}}=1.7\times10^{-4}\). The electron's own image in the metal lowers the barrier by 1.8 eV at mid-gap. Replacing \(\phi\) by \(\phi-1/(4X)\) and integrating the decay rate over the classically forbidden part of the gap raises the factor to about \(5\times10^{-3}\). This semiclassical estimate omits the silicon's own image response. Adding the images in a dielectric of \(\varepsilon=12\) whose edge is at the sheet raises it about ninefold, to roughly \(5\times10^{-2}\), so the value is uncertain by about an order of magnitude. With the metal image alone, the same estimate gives \(3.5\times10^{-2}\) for a gap of 3 angstrom and 0.2 for 2 angstrom, so A1 weakens quickly as the gap closes. Temperature and carrier mass do not appear in the \(G\) of Theorem 1; in the slab they act through \(\rho\). For a metal with finite screening they can also change \(q\), and with it the image term.

The full set of values is in the numerical output.

## Calculated quantities

```
Coulomb constant e^2: 14.3996 eV angstrom
silicon surface unit (rough): 3.84 angstrom
lateral period: 23.04 angstrom
parallel wavevector g: 0.2727 1/angstrom
half cell z0: 8.0 angstrom
conductor plane z1: 9.0 angstrom
sheet height: 5.0 angstrom
sheet-conductor distance d: 4.0 angstrom
sheet width w: 0.50 angstrom
net sheet amplitude: 0.0020 e/angstrom^2
image factor exp(-2gd): 0.1129
Potential amplitudes in V:
 z=-5.0 angstrom: bare 0.0438, image -0.0049, total 0.0389
 z= 0.0 angstrom: bare 0.1713, image -0.0193, total 0.1520
 z= 5.0 angstrom: bare 0.5971, image -0.0756, total 0.5215
 z= 7.0 angstrom: bare 0.3882, image -0.1304, total 0.2578
periodic repetition, at sheet: 0.6144 V
its error against total: 17.8 %
induced charge amplitude: -0.000678 e/angstrom^2
field amplitude at conductor: 0.1227 V/angstrom
same field: 12.27 MV/cm
image energy per lateral cell: -0.02025 eV
Neglected effects:
metal screening length (rough): 0.50 angstrom
metal image-term factor: 0.7620
equivalent plane shift: 0.4985 angstrom
image energy with screening: -0.01543 eV
silicon permittivity (rough): 12.0
V factor if sheet is external: 0.1701
work function (rough): 4.5 eV
self-image energy at mid-gap: -1.800 eV
tail factor, square barrier: 1.68e-04
tail factor, image-lowered: 5.16e-03
metal atomic period (rough): 2.9 angstrom
its corrugation factor over d: 1.72e-04
Tests:
Green function, largest relative error: 1.3e-05
plane-wave form, relative error: 3.6e-06
lattice potential, harmonics: 0.46996808 V
lattice potential, real space: 0.46996808 V
```
